The Nondegenerate Seebeck Coefficient and the Jonker Relation, with Their Limits, part 1

(Sections cited here and not found follow in the second part.)

1. What dimensions and symmetry fix

A conductor held in a temperature gradient with no current flowing develops a voltage. The Seebeck coefficient S is that voltage per unit temperature difference. It has the dimension of energy per charge per temperature, which is the dimension of k/e, Boltzmann's constant over the elementary charge:

k/e = 86.173 µV/K.

Take one isotropic parabolic band with effective mass m and carriers of charge q, with q = −e for electrons and q = +e for holes. Let ε be the kinetic energy, μ the chemical potential counted from the band edge into the band, and let the relaxation time be τ = τ0 (ε/kT)^r. The quantities available are q, k, T, μ, m, ħ, τ0 and the pure number r.

The time τ0 drops out first. The current driven by the temperature gradient and the current driven by the opposing field are both proportional to τ0, and S is fixed by setting their sum to zero. From m, ħ and kT one can form a length, ħ/√(m kT), but the problem holds no second length to divide it by, so m and ħ drop out as well. The one dimensionless variable left is

η = μ/kT.

Reversing the sign of the carrier charge leaves the diffusion of particles unchanged and reverses the field needed to stop it. Hence

S = (k/q) Φ(η, r).   (1)

A scaling symmetry fixes the η dependence of Φ when the gas is dilute. Let y be the position along the gradient, let a prime mean d/dy, and let z = e^η. For z ≪ 1 the occupation is z e^(−ε/kT), so a change of η multiplies the whole distribution by a constant. The particle current, to first order in the gradients and in the field E, then carries z as an overall factor:

particle current = z [ a1 qE/kT − a2 η' − a3 T'/T ],

with a1, a2, a3 independent of η. In isothermal equilibrium in an electrostatic potential φ the density follows e^(−qφ/kT), so η' = −qφ'/kT = qE/kT, and no current flows. This forces a1 = a2. With A = a3/a1, a number that can depend on r only, the current vanishes when

qE = kT η' + A k T'.

A voltmeter responds to the electrochemical potential μ + qφ, whose gradient is μ' − qE. From μ = kTη follows μ' = kT η' + k η T'. Subtracting,

qE − μ' = k (A − η) T',

and so Φ = A − η. The conductivity σ is proportional to z by the same scaling, σ = σ0 z, so η = ln(σ/σ0) and

|S| = (k/e) [ A − ln(σ/σ0) ].

The slope of |S| against ln σ is −k/e whatever the values of m, τ0 and r, provided these and T are the same at every point of the plot. Symmetry leaves two constants open, A and σ0, and says nothing on how small z must be. These need the Boltzmann equation.

2. Model and conventions

The band energy is ε = ħ²k²/2m, counted from the local band edge, with two spin states per wavevector. Here k as a magnitude of a wavevector appears only together with ħ or inside d³k and dk; in kT and k/e it is Boltzmann's constant. The velocity is v = (1/ħ)∂ε/∂k, so v² = 2ε/m. The electric force qE points along y.

Collisions are described by a relaxation time that depends on energy alone, τ = τ0 x^r with x = ε/kT. This form is suited to elastic or nearly elastic scattering in an isotropic band. The phonons are taken to be in local equilibrium, so phonon drag is excluded. The semiclassical picture needs ħ/τ small against kT and a mean free path short against the distance over which T changes. Three values of r have a simple origin. For r = 0 the relaxation time is constant. For r = −1/2 the mean free path vτ is constant; this arises when the scattering rate is a constant squared matrix element times the density of final states, which grows as ε^(1/2), as for acoustic phonons treated as elastic scatterers. For r = 3/2 the scatterers are Coulomb centres: the Rutherford cross-section falls as ε^(−2), the rate is density × speed × cross-section ∝ ε^(−3/2), and the slowly varying screening logarithm is treated as a constant.

The voltage seen by a voltmeter is V = (μ + qφ)/q up to a constant, so −V' = E − μ'/q. The Seebeck coefficient is defined at zero electric current by

E − μ'/q = S T',   (2)

which is S = −dV/dT along the sample. With this sign, positive carriers that diffuse to the cold end make it positive, V falls as T rises, and S is positive.

3. The linearized Boltzmann equation

In the steady state the occupation f(y, k) obeys

v_y ∂f/∂y + (qE/ħ) ∂f/∂k_y = −(f − f0)/τ,

where f0 is the local Fermi–Dirac function

f0 = 1/(e^w + 1), w = (ε − μ(y))/(k T(y)).

Write f = f0 + δf. The deviation δf is of first order in E, μ' and T'. On the left side, E times δf and the gradient of δf are of second order, so f is replaced there by f0:

δf = −τ [ v_y ∂f0/∂y + (qE/ħ) ∂f0/∂k_y ].   (3)

Both derivatives act through w. At fixed y, ∂f0/∂ε = (df0/dw)/(kT), so df0/dw = kT ∂f0/∂ε. At fixed k,

∂w/∂y = −μ'/(kT) − (ε − μ) T'/(kT²),

and multiplying by df0/dw gives

∂f0/∂y = (−∂f0/∂ε) [ μ' + (ε − μ) T'/T ].

The momentum derivative follows from the chain rule and ∂ε/∂k_y = ħ v_y:

∂f0/∂k_y = (∂f0/∂ε) ħ v_y = −(−∂f0/∂ε) ħ v_y.

Inserting both into (3), the overall minus sign turns the first term negative and the second positive:

δf = τ v_y (−∂f0/∂ε) [ qE − μ' − (ε − μ) T'/T ].   (4)

The factor −∂f0/∂ε is positive. The field and the gradient of μ enter only as qE − μ', which is the equality a1 = a2 of part 1. The thermal force −(ε − μ)T'/T pushes carriers with ε > μ down the temperature gradient and carriers with ε < μ up it.

4. Current, conductivity and S as an average

The electric current density is

J = q ∫ 2 d³k/(2π)³ v_y f.

The part f0 is even in k while v_y is odd, so f0 carries no current. In the part δf the only angular dependence is v_y², whose average over directions is v²/3. The remaining integral over |k| is converted to energy with the density of states D(ε), defined by 2 · 4πk² dk/(2π)³ = D(ε) dε. Define the transport distribution and its two moments,

Σ(ε) = D(ε) v² τ/3,

K0 = ∫ Σ (−∂f0/∂ε) dε, K1 = ∫ Σ (ε − μ)(−∂f0/∂ε) dε.

Then (4) gives

J = q K0 (qE − μ') − q K1 T'/T = q² K0 (E − μ'/q) − (q K1/T) T'.   (5)

At T' = 0 and μ' = 0 this is Ohm's law with

σ = q² K0 = e² K0.   (6)

Setting J = 0 in (5) and dividing by q² K0 gives E − μ'/q = K1 T'/(q T K0). Comparison with (2) yields

S = K1/(q T K0) = ⟨ε − μ⟩/(qT),   (7)

where the angle brackets denote an average with the positive weight Σ(−∂f0/∂ε). Equation (5) can now be written J = σ(E − μ'/q − S T').

The average has a direct meaning. The heat current is J_Q = ∫ 2 d³k/(2π)³ (ε − μ) v_y δf. At T' = 0, (4) gives J_Q = K1 (qE − μ') and J = q K0 (qE − μ'), so J_Q/J = K1/(q K0) = TS. The quantity qTS = ⟨ε − μ⟩ is the heat carried per carrier in an isothermal current, and qS is the entropy carried per carrier.

5. The parabolic band

From ε = ħ²k²/2m follow k = √(2mε)/ħ and dk = m dε/(ħ²k). The definition of D reads k² dk/π² = D dε, so

D(ε) = m k/(π²ħ²) = (1/2π²)(2m/ħ²)^(3/2) ε^(1/2),

where m√(2m) = (2m)^(3/2)/2 was used. The effective density of states N is defined as ∫ D e^(−ε/kT) dε. With ε = kT x and Γ(a+1) = ∫ x^a e^(−x) dx over 0 to ∞,

N = (1/2π²)(2m kT/ħ²)^(3/2) Γ(3/2) = 2 (m kT/2πħ²)^(3/2).   (8)

The second form follows from Γ(3/2) = √π/2: the prefactor of (2mkT/ħ²)^(3/2) is √π/(4π²) = 1/(4π^(3/2)), and 2/(4π)^(3/2) = 2/(8π^(3/2)) is the same number. Equation (8) allows the density of states to be written D = N x^(1/2)/(kT Γ(3/2)). With v² = 2kT x/m and τ = τ0 x^r,

Σ = (1/3) · N x^(1/2)/(kT Γ(3/2)) · (2kT x/m) · τ0 x^r = (2/3) N τ0 x^(r+3/2)/(m Γ(3/2)).

Since Γ(5/2) = (3/2)Γ(3/2), this is

Σ = N τ0 x^s/(m Γ(5/2)), s = r + 3/2.   (9)

The exponent collects 1/2 from the density of states, 1 from v², and r from τ. Because (−∂f0/∂ε)dε = (−∂f0/∂x)dx with f0 = 1/(e^(x−η) + 1), both moments reduce to one family of integrals,

I_s(η) = ∫ x^s (−∂f0/∂x) dx, x from 0 to ∞.

It converges at x = 0 for s > −1, that is r > −5/2, which is assumed throughout. With ε − μ = kT(x − η), K0 is proportional to I_s and K1 to kT(I_(s+1) − η I_s), with the same prefactor. Equations (6) and (7) become

σ = e² τ0 N I_s/(m Γ(5/2)),   (10)

S = (k/q) [ I_(s+1)/I_s − η ].   (11)

Equation (11) has the form (1): at fixed η neither m nor τ0 nor ħ appears.

6. The form valid at any degeneracy

Define the Fermi integrals F_j(η) = ∫ x^j f0 dx over 0 to ∞. Integration by parts gives

I_s = [ −x^s f0 ] from 0 to ∞ + s ∫ x^(s−1) f0 dx = s F_(s−1) for s > 0,

because x^s vanishes at the lower limit and f0 decays exponentially at the upper one. Then (11) reads

S = (k/q) [ (s+1) F_s/(s F_(s−1)) − η ],   (12)

and the carrier density is

n = ∫ D f0 dε = N F_(1/2)(η)/Γ(3/2).   (13)

Within the model of part 2, (10) to (13) hold at every η and are called exact below.

Two properties of the exact result set limits on any approximation to it. First, for s > 0 the sign of S is the sign of q at every η. The weight −∂f0/∂x = e^w/(e^w + 1)², w = x − η, is even in w. In I_(s+1) − ηI_s = ∫ x^s w (−∂f0/∂x) dx, each negative w in the band is paired with the positive w of the same size, which has the larger x^s, and the unpaired values of w are all positive. The integral is therefore positive. Second, for η ≫ 1 the weight is a narrow peak at x = η with unit area. Expanding x^s ≈ η^s + s η^(s−1) w gives I_s ≈ η^s and I_(s+1) − ηI_s ≈ s η^(s−1) ⟨w²⟩. The second moment follows from e^w/(e^w+1)² = Σ_ℓ (−1)^(ℓ+1) ℓ e^(−ℓw) for w > 0, summed over ℓ = 1, 2, …, and ∫ w² ℓ e^(−ℓw) dw = 2/ℓ²; counting both signs of w, ⟨w²⟩ = 4 Σ_ℓ (−1)^(ℓ+1)/ℓ² = 4 · π²/12 = π²/3. To leading order in 1/η,

S ≈ (k/q) π² s/(3η),

which is small against k/e once η ≫ π² s/3. This is the metallic limit.

7. The nondegenerate limit

When μ lies far enough in the gap that z = e^η ≪ 1, then e^(x−η) ≫ 1 for every state in the band, and the 1 in the denominator of f0 is dropped:

f0 → z e^(−x), −∂f0/∂x → z e^(−x).

The integrals become gamma functions,

I_s = z Γ(s+1), I_(s+1) = z Γ(s+2) = z (s+1) Γ(s+1),

where the recurrence Γ(a+1) = aΓ(a) was used. The factor z cancels in the ratio, I_(s+1)/I_s = s + 1. This is the constant of part 1,

A = s + 1 = r + 5/2,

and (11) gives

S = (k/q)(r + 5/2 − η).   (14)

For electrons S = −(k/e)(r + 5/2 − η), which is negative. The expression (k/e)(r + 5/2 − η) is |S|, or S itself for holes. Since η is negative and A positive, the two terms add.

The origin of the number A is seen from a shorter route. Take E = 0 and write τ = C ε^r, with C = τ0 (kT)^(−r) evaluated at the point in question. In (3) τ is not differentiated, so the particle current is −∂/∂y of ∫ Σ(ε) z e^(−ε/kT) dε at fixed Σ(ε) ∝ ε^s. That integral is proportional to z T^(s+1), as the substitution ε = kTx shows. Its logarithmic derivative is η' + (s+1)T'/T, so a3/a2 = s + 1. Any temperature dependence of C has no effect on A.

By (7), qTS = AkT − μ. The term −μ is the distance from the chemical potential up to the band edge. The term AkT is the mean kinetic energy of the carriers weighted by their share of the current. It equals the thermal mean (3/2)kT plus (r + 1)kT, an excess for r > −1, because the weight carries the extra factor v²τ ∝ x^(r+1). For r = 0 the entropy carried per carrier, k(5/2 − η), equals the equilibrium entropy per particle of a classical ideal gas, which follows from μ = h − T × (entropy per particle) with enthalpy h = (5/2)kT.

The density (13) becomes n = N z, so η = ln(n/N) and (14) can be written |S| = (k/e)[A + ln(N/n)]. The conductivity (10) becomes

σ = σ0 z, σ0 = N e μ_c, μ_c = e τ0 Γ(r + 5/2)/(m Γ(5/2)).   (15)

Because n = Nz this is σ = n e μ_c, which identifies μ_c as the mobility. It does not depend on η in this limit, and for r = 0 it reduces to eτ0/m.

Equation (14) continued to η > A would change sign, which part 6 forbids for s > 0. It is a statement about z ≪ 1 only.

8. Holes

The positive sign for a valence band follows without introducing a positive particle. The carriers are electrons of charge −e with energy ε = ε_v − ħ²k²/2m below the band top ε_v. Parts 3 and 4 used only v = (1/ħ)∂ε/∂k and isotropy, so (6) and (7) hold with q = −e and with ε and μ counted from any common zero. Define the depth x = (ε_v − ε)/kT and η_p = (ε_v − μ)/kT, both counted from the edge into the band. Then

ε − μ = (ε_v − μ) − (ε_v − ε) = −kT (x − η_p).

The velocity changes sign relative to a conduction band but enters as v², and the density of states is the mirror image, so Σ is again (9) as a function of x. The weight e^w/(e^w+1)² is even in w, so it takes the same value at w = −(x − η_p) as at w = x − η_p. K0 is therefore given by the same I_s(η_p), and K1 by the same expression with the opposite sign:

S = −kT⟨x − η_p⟩/(−eT) = +(k/e)[ I_(s+1)/I_s − η_p ].

This is (11) with q = +e. In the limit e^(η_p) ≪ 1 it gives S = +(k/e)(r + 5/2 − η_p).

9. The Jonker relation

The chemical potential is not measured directly, while σ is. From (15), η = ln(σ/σ0), and (14) becomes

|S| = (k/e) [ r + 5/2 − ln(σ/σ0) ].   (16)

Consider a series of samples of one material, measured at one temperature, that differ in carrier density. If m, r and τ0 are the same in all of them, then A and σ0 are constants and (16) is a straight line of |S| against ln σ with slope

d|S|/d ln σ = −k/e = −86.173 µV/K.   (17)

The number k/e is the magnitude of the slope, and the logarithm is the natural one. The signs are these: |S| falls as σ rises; for p-type samples S = |S| and dS/d ln σ = −k/e; for n-type samples S = −|S| and dS/d ln σ = +k/e. Against the decimal logarithm, ln σ = ln 10 · log10 σ, and the magnitude is

(k/e) ln 10 = 198.42 µV/K per decade of conductivity.

The slope holds no property of the material. The material enters through the position of the line. Written as |S| = (k/e) ln(σ0 e^A/σ), (16) shows that a fit determines the single combination σ0 e^A, the conductivity at which the extrapolated line reaches S = 0. It cannot separate the scattering exponent from the product N μ_c.

If σ0 is not constant along the series, differentiating (16) at fixed A gives

d|S|/d ln σ = −(k/e)(1 − d ln σ0/d ln σ).   (18)

Data taken on one sample at several temperatures fall under (18), since N ∝ T^(3/2) and τ0 in general depends on T. The slope then depends on how the product N τ0 varies. For elastic acoustic-phonon scattering the rate is proportional to T times the density of final states, so τ0 ∝ T^(−3/2), σ0 does not change with T, and the slope remains −k/e.

For a nondegenerate parabolic band, |S| falls linearly with ln σ with slope −k/e, provided m, r, τ0 and T are the same along the series. What remains is to find the size of the degeneracy correction, test the formulas on a worked example, see how a doping-dependent mobility and minority carriers spoil the slope, and apply the results to the power factor.
